Estimating a photodiode's 1/f noise exponent with Welch averaging

**A detector with no noise at all**

Let the dark current of a photodiode drift as x(t) = rt during a measurement of length T, with no noise on it. Take its Fourier integral at the frequency f = j/T, where j = 1, 2, …. With ω = 2πj/T, integration by parts gives

∫₀ᵀ rt e^(−iωt) dt = rT e^(−iωT)/(−iω) + (r/iω) ∫₀ᵀ e^(−iωt) dt = irT²/(2πj).

The last integral vanishes because it covers j whole periods, and e^(−iωT) = 1. The one-sided periodogram of a record with weight w(t) is

P_j = 2 |∫ w x e^(−iωt) dt|² / ∫ w² dt.

For w = 1 the denominator is T, so

P_j = r²T³/(2π²j²).

On a log-log plot this is a straight line of slope −2. A drifting but silent detector would be reported as having a noise exponent of 2. Subtracting the mean does not help, since a constant contributes nothing at j ≥ 1.

The quantity wanted is β in the one-sided density

S(f) = S₁ (f/1 Hz)^(−β).

The naive scheme takes the periodogram of the record, minus its mean, and fits a line to ln P against ln f. The ramp exposes one fault, leakage, and the noise itself leaks in the same way. The other fault is scatter: a single periodogram varies by about 100% of its mean in each bin. Each fault calls for its own part of the scheme.

**A smoother window**

The factor 1/j² comes from the jump between the end and the start of the record. The Hann window goes smoothly to zero at both ends:

w = sin²(πt/T) = ½ − ¼e^(2πit/T) − ¼e^(−2πit/T).

The exponentials shift the bin number by one, so for j ≥ 2 the ramp's integral is irT²/2π times

1/(2j) − ¼[1/(j−1) + 1/(j+1)] = 1/(2j) − j/[2(j²−1)] = −1/[2j(j²−1)].

Since ∫w²dt = 3T/8, the periodogram becomes

P_j = (16/3T) · r²T⁴/[16π²j²(j²−1)²] = r²T³/[3π²j²(j²−1)²].

It falls as j⁻⁶ at large j. Bin 1 is left out of the fit because the window couples it to the mean, so that subtracting the mean also changes the noise power in this bin.

A noise record can be split into the line joining its end values and a remainder that closes on itself. If the ends differ by Δ, then rT = Δ, and under a rectangular window the line contributes Δ²T/(2π²j²). For β > 2 this falls more slowly than the noise, so the rectangular window, with only the mean removed, reads a slope near 2 for any β between 2 and 3. For β = 2.5 and the fit described below, the mean spectrum, with the mean removed, gives 2.05 with the rectangular window and 2.57 with the Hann window. Removing a least-squares line instead raises the rectangular reading only to 2.29.

**One kernel for window and detrending**

The record is sampled at rate fs and cut into segments of L samples. In each segment a mean, or a least-squares straight line, is subtracted before windowing. Let τ_n = n − (L−1)/2. Line removal is

(Qx)_n = x_n − x̄ − τ_n (Σ τ_m x_m)/(Σ τ_m²).

Q is a real symmetric matrix, so it can be moved from the data to the window:

Σ w_n e^(−2πijn/L) (Qx)_n = Σ a_n x_n, with a = Q(w e^(−2πijn/L)).

The periodogram is then P_j = 2|Σ a_n x_n|²/(fs Σw²). Let A_j(ν) = Σ a_n e^(2πiνn/fs). The two-sided density is S/2, so E|Σ a_n x_n|² = ½∫S(|ν|)|A_j(ν)|²dν, and

E P_j = ∫ S(|ν|) |A_j(ν)|² dν / (fs Σw²), −fs/2 < ν < fs/2.

This formula contains leakage and detrending together. For β ≥ 1 the noise has infinite variance, yet the integral can be finite. Removing the mean makes Σa_n = 0, so |A_j|² starts as ν² and the integrand as |ν|^(2−β), which is integrable for β < 3.

Leakage away from the lowest bins follows from a Taylor expansion. At a distance of u bins from bin j,

S(j+u)/S(j) = 1 − βu/j + β(β+1)u²/(2j²) − ….

The kernel of a symmetric window is even in u, so the linear term averages to zero. To find the mean of u², measure t in segments. The transform of dw/dt is 2πiu times that of w, and Parseval's theorem gives

⟨u²⟩ = ∫(dw/dt)²dt / (4π²∫w²dt) = (π²/2)/(4π²·3/8) = 1/3.

Hence, to leading order in 1/j for the Hann window,

E P_j/S_j ≈ 1 + β(β+1)/(6j²).

For β = 1.1 the excess is 0.385/j². At bin 8 this is 0.60%, and the full integral gives 0.61%. At bin 2 the law gives 9.6% and the integral 13.5%. The fourth-order term of the expansion raises the 9.6% only to 12.2%, and no further term exists, because ⟨u⁶⟩ diverges for the Hann window. The lowest bins therefore need the full integral. A rectangular window has jumps, its ⟨u²⟩ diverges, and no such law exists.

**What line removal costs**

Q removes any straight line exactly, so a ramp no longer matters. But a line fitted to noise also takes away some slow noise. For the Hann window and j ≥ 2, removing the mean alone changes nothing, since Σ w_n e^(−2πijn/L) is already zero. Removing the line does change the result.

The integral was evaluated for β = 1.1, L = 1024 and a fit over bins 2 to 64. The first number is E P/S at bin 2, the second the bias of the fitted exponent:

- Hann, mean removed: 1.135, +0.013
- Hann, line removed: 1.093, +0.011
- rectangular, mean removed: 1.137, +0.027
- rectangular, line removed: 0.942, −0.0002

The smallest bias belongs to the rectangular window with line removal. That spectrum is nevertheless 6% too low at bin 2, so its deviations cancel in the slope rather than vanish. The cancellation gives no protection against a strong tone outside the band. Let 50 Hz pickup of 100 pA rms be added to the example below, whose band ends at 31 Hz. Transforming the sampled tone, averaged over a sine and a cosine phase, gives a leak at bin 64 of 0.60 times the 1/f density with the rectangular window and 1.7·10⁻⁷ times with the Hann window. The scheme therefore uses Hann with line removal, and corrects its known bias.

**How much averaging, and how much overlap**

Averaging K segments reduces the scatter. Disjoint Hann segments waste the data near their ends, so the segments should overlap, but then they are correlated.

Let X and Y be the transforms of two segments, at bins i and j. For zero-mean Gaussian noise the fourth moment splits into pairs:

E|X|²|Y|² = E|X|² E|Y|² + |E XY*|² + |E XY|².

The last term involves the window product at bin distance i + j and is neglected. If the spectrum is nearly flat across the window's main lobe, the noise acts locally as white, and samples correlate only with themselves. For segments shifted by mD samples, the covariance of their powers relative to the product of their means is

ρ(m, i−j) = |Σ w_n w_(n+mD) e^(2πi(i−j)n/L)|² / (Σw²)².

Take i = j and let t run in segments. At half overlap the product is sin²πt cos²πt = ¼sin²2πt, whose integral from 0 to ½ is 1/16. Dividing by 3/8 gives 1/6, so ρ = 1/36. At three-quarter overlap the product is

¼(1 − cos 2πt)(1 + sin 2πt) = ¼(1 − cos 2πt + sin 2πt − ½ sin 4πt).

Integrated from 0 to ¾, the four terms give ¼[3/4 + 1/(2π) + 1/(2π) − 1/(4π)] = (3/16)(1 + 1/π). Dividing by 3/8 gives ½ + 1/(2π) = 0.659, so ρ = 0.43.

Does the long memory of 1/f noise correlate segments that do not overlap? Inserting e^(2πiνL/fs) into the kernel integral gives the correlation of the amplitudes of adjacent disjoint segments. At bin 2 and β = 1.1 its square is 3·10⁻⁶ for Hann and 2.5·10⁻³ for the rectangular window, both with the mean removed. The term |E XY|², neglected above, adds 8·10⁻⁶ and 3.7·10⁻³ to the correlation of the powers. In this case the memory is negligible.

**The scatter of the slope**

With y_j = ln f_j, the least-squares exponent is

β_raw = −Σ c_j ln P_j, c_j = (y_j − ȳ)/Σ(y − ȳ)².

After much averaging, the fluctuation of ln P_j is the relative fluctuation of P_j. The logarithm also shifts the mean, by minus half the relative variance. This shift is nearly the same in all bins, and Σc_j = 0 removes it. Hence

Var β_raw ≈ Σ c_i c_j R(i−j), R(d) = (1/K) Σ_m (1 − |m|/K) ρ(m, d),

where K − |m| is the number of segment pairs at distance m.

Neighbouring bins are strongly correlated: R(1)/R(0) = 0.46 at half overlap. If c_j varies slowly, c_i c_j can be replaced by c_j², leaving a sum of R over all distances d. Parseval's theorem gives Σ_d |Σ_n g_n e^(2πidn/L)|² = LΣg_n² for any g_n. With g_n = w_n w_(n+mD),

Var β_raw ≈ Σc² · L Σ_m (K−|m|) Σ_n w_n² w²_(n+mD) / (K Σw²)².

The double sum is the square of the total weight G_n = Σ_k w²_(n−kD) that all segments together give to sample n, summed over the record. So

Var β_raw ≈ Σc² · L ΣG² / (ΣG)² ≥ Σc² · L/N,

where N is the record length. The inequality is that of Cauchy and Schwarz, with equality when every sample has the same weight. Overlap is useful, within this approximation, because it evens out the weight.

For disjoint Hann segments the variance exceeds the bound by the factor ∫w⁴/(∫w²)² = (35/128)/(9/64) = 35/18 = 1.94. At half overlap, each neighbour adds ∫(1/16)sin⁴2πt dt over half a segment, which is 3/256, or 1/12 after division by 9/64. For N = 64L there are K = 127 segments, and the factor is

(64/127)[35/18 + (1/6)(1 − 1/127)] = 1.063.

At three-quarter overlap, four shifted copies of sin⁴πt add up to a constant away from the record's ends, and the factor is 1.010. Half overlap already uses nearly all the record; the next step doubles the work for a further 5% of variance.

The full sum over c_i c_j gives standard deviations of 0.0265, 0.0196 and 0.0191 for overlaps of 0, 50 and 75%. The last is slightly below the 0.0195 that belongs to the bound Σc² · L/N, which is no contradiction, since the bound holds only for the approximate sum. A simulation of 400 Gaussian records, built from random Fourier amplitudes with density f^(−1.1), gave 0.0257, 0.0186 and 0.0182. Treating the 127 segments and all bins as independent would give 0.0138, an error bar too small by 30%.

**Removing the remaining bias**

The bias depends on β, which is unknown, but the kernel gives the expected slope for any β below 5 (line removal makes |A_j|² start as ν⁴, so the integral converges up to there):

b(β) = −Σ c_j ln E P_j(β).

The corrected exponent is the solution of b(β) = β_raw. The scheme is then:

1. Cut the record into half-overlapping segments, remove a line from each, apply the Hann window and average the periodograms.
2. Subtract the known white floor.
3. Fit ln P against ln f from bin 2 upward to get β_raw.
4. Solve b(β) = β_raw by bracketing, and quote the standard deviation from R. Strictly, it should be divided by db/dβ, which is within a few percent of 1 here.

For step 4, |A_j|² comes from a Fourier transform of a padded to 32L points, and the integral becomes a sum over lines of spacing h. Near ν = 0 the integrand is not smooth. For a term ν^q, the sum over k ≥ 1 of (kh)^q h exceeds the integral by ζ(−q)h^(q+1), the Euler–Maclaurin endpoint term with ζ the Riemann zeta function. After line removal the integrand starts with q = 4−β, and the excess of this term is subtracted on each side of zero. If only the mean is removed, the term q = 2−β must be treated as well.

Inverting b for the mean raw exponent of the 400 simulated records gave 1.1012 for a true 1.1. The statistical error of that mean is 0.0186/√400 = 0.0009.

The correction of 0.011 is about half the standard deviation of one record. The standard deviation falls as 1/√N at fixed L, while the bias stays. They are equal for a record (0.0196/0.0110)² ≈ 3 times longer, and beyond that the correction matters more than the scatter.

**A worked record**

Take a synthetic photodiode record with I = 100 nA, S₁ = 1.0·10⁻²² A²/Hz and β = 1.1, sampled at 500 Hz for 131 s. With L = 1024 a segment lasts T = 2.048 s, the bin width is 0.488 Hz, and bins 2 to 64 cover 0.98 to 31.25 Hz.

The white floor is shot noise plus the Johnson noise of a 1 MΩ feedback resistor at 300 K:

2eI + 4kT₀/R = 3.20·10⁻²⁶ + 1.66·10⁻²⁶ = 4.86·10⁻²⁶ A²/Hz.

At the top of the band this is 2.1% of the 1/f density. Left in place, it would lower the exponent by 0.007.

The diode warms by 0.5 K/min. With an activation energy E_a = 0.35 eV, the current ramp is

r = I E_a/(kT₀²) · dT₀/dt = 100 nA · 0.0451 K⁻¹ · 0.00833 K/s = 37.6 pA/s.

At bin 2, S = 1.03·10⁻²² A²/Hz. The ramp adds r²T³/(8π²) = 1.54·10⁻²² A²/Hz under the rectangular window, or 1.5 times S, and r²T³/(108π²) = 1.14·10⁻²³ A²/Hz under Hann, or 0.11 times S. If only the mean is removed, the predicted shifts of the exponent are +0.175 and +0.0065.

All four choices were applied to this one record, after subtraction of the floor. The raw exponents are:

- rectangular, mean removed: 1.292
- rectangular, line removed: 1.097
- Hann, mean removed: 1.117
- Hann, line removed: 1.106

The first is wrong by 0.19, which is ten times the standard deviation of the Hann estimate and close to the predicted 0.027 + 0.175. Inverting b for the last gives β. The amplitude S₁ is then chosen so that ln(P_j/E P_j), with E P_j computed at this β, averages to zero over the fitted bins. The results are

β = 1.095 ± 0.020, S₁ = (9.9 ± 0.5)·10⁻²³ A²/Hz.

The error of S₁ comes mostly from that of β, because 1 Hz lies at the lower end of the fitted band.

Here the raw value was 0.006 too high and the corrected one is 0.005 too low. One record cannot show the benefit of a correction smaller than its scatter; the average over many can.

**Beside a real detector**

The parameters are chosen for illustration and describe no particular device. Dark current and 1/f amplitude vary widely between devices, and the ratio S₁·(1 Hz)/I² = 10⁻⁸ is an assumption, not a material constant. The assumption most open to doubt is a pure power law with Gaussian statistics, because a small device may be dominated by a few traps. One trap with a Lorentzian spectrum, a corner at 5 Hz and 20% of the 1/f density there shifts the exponent by +0.025, more than the standard deviation. It bends the log-log spectrum, so a strong trap with its corner well inside the band shows in the residuals of the fit. One as weak as this can hide there, because each bin of a single record scatters by √R(0) = 9%. A dominant trap with its corner far below the band can hide too, since its spectrum in the band is nearly a pure power law with exponent 2. A single trap also switches between two levels, which is not Gaussian, so the fourth moment no longer splits into pairs as the formula for R assumes.

The electronics can do more harm than the estimator. With an amplifier idealised as a sharp cutoff near 10 kHz and no anti-aliasing filter, the bands on both sides of the first 20 multiples of 500 Hz fold into the fit. Adding their 1/f and white noise, with the white floor of the fit band itself also left in place, lowers the exponent by 0.26; a single-pole amplifier with its corner at 10 kHz passes more, and the shift is 0.32. No choice of window repairs this, because it happens at sampling.

Warming also raises the dark current by 5% during the record. If S is proportional to I² at fixed β, the noise power rises by 10%. Averaging then mixes spectra of the same shape, which changes the fitted amplitude but not the expected slope.
